# Island density after annealing a frozen deposit of monomers: test program

```python
"""
Result under test: monomers deposited at coverage theta and annealed without
flux end as theta/e islands per site, in mean-field theory with stable immobile
dimers and one constant capture number for monomers and islands.

Symbols
  n, N    monomer and island densities per surface site
  K       sigma*D/A: capture number * diffusion coefficient / site area
  tau     capture clock, d(tau) = K n dt
  r       island capture number divided by monomer capture number
Rates: dimers form at K n^2 (two monomers lost); islands capture at r K n N.
Densities inside the integrations are divided by theta.
"""
import math
import random
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import exp1

KB = constants.k / constants.e          # eV/K

# ---------------- example parameters (rough or round values) ----------------
spacing = 3.2            # angstrom
theta = 0.02             # atoms per site
barrier = 0.4            # eV, monomer hop
attempt = 1.0e13         # 1/s, total over the six directions
sigma = 3.0              # capture number
binding = 0.3            # eV, assumed pair binding
dimer_barrier = 0.6      # eV, assumed dimer hop
T_dep, t_dep = 100.0, 10.0   # K, s
T_ann = 200.0            # K
site_area = math.sqrt(3) / 2 * spacing**2


def hop_rate(T, energy=barrier):
    return attempt * math.exp(-energy / (KB * T))


def capture_rate(T):
    diffusion = hop_rate(T) * spacing**2 / 4
    return sigma * diffusion / site_area


# ---------------- direct integration of the rate equations ----------------
MAX_SIZE = 14            # last bin collects all larger islands


def integrate(rate, t_end, dimers=0.0, r=1.0, max_step=np.inf):
    """Return densities/theta of sizes 1..MAX_SIZE at t_end; rate = K*theta."""
    start = np.zeros(MAX_SIZE)
    start[0], start[1] = 1.0 - 2.0 * dimers, dimers

    def rhs(t, y):
        k = rate(t)
        n = y[0]
        out = np.zeros_like(y)
        out[0] = -2 * k * n * n - r * k * n * y[1:].sum()
        out[1] = k * n * n
        flow = r * k * n * y[1:-1]
        out[1:-1] -= flow
        out[2:] += flow
        return out

    sol = solve_ivp(rhs, (0.0, t_end), start, method="Radau",
                    rtol=1e-9, atol=1e-13, max_step=max_step)
    assert sol.success
    return sol.y[:, -1]


k_theta = capture_rate(T_ann) * theta
isothermal = integrate(lambda t: k_theta, 10.0)
ramp = integrate(lambda t: theta * capture_rate(100.0 + 5.0 * t), 22.0,
                 max_step=0.5)
for final in (isothermal, ramp):
    assert final[0] < 1e-8
    assert abs(final[1:].sum() - math.exp(-1)) < 1e-6
    for s in range(2, 9):
        expected = math.exp(-1) * (s - 1) / math.factorial(s)
        assert abs(final[s - 1] - expected) < 1e-6

# state part-way through the anneal, and the time law
tau_1 = brentq(lambda x: (1 - x) * math.exp(-x) - 0.01, 0.0, 1.0)
t_1 = math.e * (exp1(1 - tau_1) - exp1(1.0)) / k_theta
partial = integrate(lambda t: k_theta, t_1)
assert abs(partial[0] - 0.01) < 1e-6
assert abs(partial[1:].sum() - tau_1 * math.exp(-tau_1)) < 1e-6
tau_h = 0.5
t_h = math.e * (exp1(1 - tau_h) - exp1(1.0)) / k_theta
half = integrate(lambda t: k_theta, t_h)
for s in range(1, 8):
    expected = math.exp(-tau_h) * (tau_h**(s - 1) / math.factorial(s - 1)
                                   - tau_h**s / math.factorial(s))
    assert abs(half[s - 1] - expected) < 1e-6
t_late = 2.0
late = integrate(lambda t: k_theta, t_late)[0]
late_law = math.exp(-1 - np.euler_gamma - exp1(1.0) - k_theta * t_late / math.e)
assert abs(late / late_law - 1) < 1e-3


# ---------------- initial islands and unequal capture ----------------
def final_with_islands(monomers, islands):
    total = monomers + islands
    return total * math.exp(islands / total - 1)


def final_with_ratio(r):
    if abs(r - 1) < 1e-12:
        return math.exp(-1)
    w = math.sqrt(abs(r - 1))
    angle = math.atan(w) if r > 1 else math.atanh(w)
    return math.exp(-angle / w) / math.sqrt(r)


for a in (0.05, 0.2):
    numeric = integrate(lambda t: 1.0, 100.0, dimers=a)[1:].sum()
    assert abs(numeric - final_with_islands(1 - 2 * a, a)) < 1e-6
    if a == 0.05:
        dimer_shift = numeric * math.e - 1
        # the next order in a contributes about 7 percent of this shift
        assert abs(dimer_shift / (a * a / 2) - 1) < 0.1
for r in (0.5, 2.0, 3.0):
    numeric = integrate(lambda t: 1.0, 150.0, r=r)[1:].sum()
    assert abs(numeric - final_with_ratio(r)) < 1e-6
assert abs(final_with_ratio(1e-8) - 0.5) < 1e-6

# ---------------- well-mixed random encounters ----------------
# A moving monomer hits any other monomer or any island with equal chance.
rng = random.Random(12345)
atoms = 200000
free, islands = atoms, []
while free > 0:
    pick = int(rng.random() * (free - 1 + len(islands)))
    if pick < free - 1:
        free -= 2
        islands.append(2)
    else:
        islands[pick - (free - 1)] += 1
        free -= 1
assert sum(islands) == atoms
mixed_ratio = len(islands) / atoms
assert abs(mixed_ratio * math.e - 1) < 0.01
mixed_share = {s: islands.count(s) / len(islands) for s in range(2, 6)}
for s, share in mixed_share.items():
    assert abs(share - (s - 1) / math.factorial(s)) < 0.01

# ---------------- random walkers on a triangular lattice ----------------
L = 300
neighbours = []
for i in range(L):
    for j in range(L):
        neighbours.append(tuple(((i + di) % L) * L + (j + dj) % L
                          for di, dj in ((1, 0), (-1, 0), (0, 1),
                                         (0, -1), (1, -1), (-1, 1))))


def cluster_sizes(occupied):
    left, sizes = set(occupied), []
    while left:
        stack, size = [left.pop()], 0
        while stack:
            site = stack.pop()
            size += 1
            for other in neighbours[site]:
                if other in left:
                    left.remove(other)
                    stack.append(other)
        sizes.append(size)
    return sizes


def lattice_anneal(coverage):
    """Return initial monomers, initial islands, final islands, per atom."""
    count = round(coverage * L * L)
    walkers = rng.sample(range(L * L), count)
    first = cluster_sizes(walkers)
    state = bytearray(L * L)             # 0 empty, 1 monomer, 2 island
    for s in walkers:
        state[s] = 1
    touching = [s for s in walkers if any(state[q] for q in neighbours[s])]
    for s in touching:
        state[s] = 2
    while walkers:
        i = int(rng.random() * len(walkers))
        s = walkers[i]
        stuck = state[s] == 2
        if not stuck:
            new = neighbours[s][int(rng.random() * 6)]
            state[s] = 0
            state[new] = 1
            walkers[i] = new
            for q in neighbours[new]:
                if state[q]:
                    state[q] = 2
                    stuck = True
            if stuck:
                state[new] = 2
        if stuck:
            walkers[i] = walkers[-1]
            walkers.pop()
    last = cluster_sizes([s for s in range(L * L) if state[s]])
    assert sum(last) == count and min(last) >= 2
    singles = first.count(1)
    return singles / count, (len(first) - singles) / count, len(last) / count


lattice = {}
for coverage in (theta, theta / 4):
    runs = np.array([lattice_anneal(coverage) for _ in range(8)])
    lattice[coverage] = (runs.mean(axis=0),
                         runs[:, 2].std(ddof=1) / math.sqrt(len(runs)))
    assert abs(runs[:, 0].mean() - (1 - coverage)**6) < 0.02

# ---------------- neglected thermal events ----------------
dep_hops = hop_rate(T_dep) * t_dep
dissociation = hop_rate(T_ann, barrier + binding) * t_1
dimer_hops = hop_rate(T_ann, dimer_barrier) * t_1
hops_in_anneal = hop_rate(T_ann) * t_1
T_limit = binding / (KB * math.log(hops_in_anneal / 0.01))
t_limit = t_1 * capture_rate(T_ann) / capture_rate(T_limit)
assert abs(hop_rate(T_limit, barrier + binding) * t_limit - 0.01) < 1e-8

# ---------------- output ----------------
final_site = theta * isothermal[1:].sum()
final_area = final_site / site_area
per_cm2 = (constants.centi / constants.angstrom)**2
print(f"site spacing: {spacing:.1f} angstrom")
print(f"site area: {site_area:.3f} angstrom^2")
print(f"coverage theta: {theta:.3f} atoms/site")
print(f"monomer barrier: {barrier:.2f} eV")
print(f"attempt rate: {attempt:.1e} 1/s")
print(f"capture number: {sigma:.1f}")
print(f"assumed pair binding: {binding:.2f} eV")
print(f"assumed dimer hop barrier: {dimer_barrier:.2f} eV")
print(f"deposition: {T_dep:.0f} K for {t_dep:.0f} s")
print(f"anneal temperature: {T_ann:.0f} K")
print(f"hop rate in anneal: {hop_rate(T_ann):.1f} 1/s")
print(f"K*theta in anneal: {k_theta:.3f} 1/s")
print(f"1/e: {math.exp(-1):.6f}")
print(f"N/theta, isothermal integration: {isothermal[1:].sum():.6f}")
print(f"N/theta, ramp 100 to 210 K: {ramp[1:].sum():.6f}")
print(f"N/theta, random encounters: {mixed_ratio:.5f}")
print(f"atoms in random encounters: {atoms}")
print(f"final islands: {final_site:.6f} per site")
print(f"final islands: {final_area:.3e} 1/angstrom^2")
print(f"final islands: {final_area * per_cm2:.3e} 1/cm^2")
print(f"mean island size: {1 / isothermal[1:].sum():.4f} atoms")
for s in range(2, 6):
    print(f"share of size {s}: equations "
          f"{isothermal[s-1] / isothermal[1:].sum():.4f}, "
          f"encounters {mixed_share[s]:.4f}")
print(f"tau at 1% monomers left: {tau_1:.5f}")
print(f"time to 1% monomers left: {t_1:.4f} s")
print(f"N/theta at that time: {partial[1:].sum():.5f}")
print(f"n/theta at {t_late:.0f} s: integration {late:.4e}, law {late_law:.4e}")
print(f"relative shift, 0.05 dimers per atom: {dimer_shift:.5f}")
for r in (0.5, 2.0, 3.0):
    print(f"N/theta for capture ratio {r:.1f}: {final_with_ratio(r):.5f}")
print(f"hops per monomer in deposition: {dep_hops:.2e}")
print(f"hops per monomer to 1% time: {hops_in_anneal:.1f}")
print(f"dissociations per dimer to 1% time: {dissociation:.2e}")
print(f"hops per dimer to 1% time: {dimer_hops:.2e}")
print(f"T for 0.01 dissociations per dimer: {T_limit:.0f} K")
for coverage, (mean, error) in lattice.items():
    print(f"lattice, theta = {coverage:.3f}:")
    print(f"  initial monomers per atom: {mean[0]:.4f}")
    print(f"  initial islands per atom: {mean[1]:.4f}")
    print(f"  mean-field N/theta from these: "
          f"{final_with_islands(mean[0], mean[1]):.4f}")
    print(f"  walkers N/theta: {mean[2]:.4f} +/- {error:.4f}")
    print(f"  walkers relative to 1/e: {mean[2] * math.e:.4f}")
print("every check passed")
```

Printed output:

```
site spacing: 3.2 angstrom
site area: 8.868 angstrom^2
coverage theta: 0.020 atoms/site
monomer barrier: 0.40 eV
attempt rate: 1.0e+13 1/s
capture number: 3.0
assumed pair binding: 0.30 eV
assumed dimer hop barrier: 0.60 eV
deposition: 100 K for 10 s
anneal temperature: 200 K
hop rate in anneal: 832.6 1/s
K*theta in anneal: 14.421 1/s
1/e: 0.367879
N/theta, isothermal integration: 0.367879
N/theta, ramp 100 to 210 K: 0.367879
N/theta, random encounters: 0.36786
atoms in random encounters: 200000
final islands: 0.007358 per site
final islands: 8.297e-04 1/angstrom^2
final islands: 8.297e+12 1/cm^2
mean island size: 2.7183 atoms
share of size 2: equations 0.5000, encounters 0.4999
share of size 3: equations 0.3333, encounters 0.3333
share of size 4: equations 0.1250, encounters 0.1252
share of size 5: equations 0.0333, encounters 0.0335
tau at 1% monomers left: 0.97353
time to 1% monomers left: 0.5393 s
N/theta at that time: 0.36775
n/theta at 2 s: integration 4.0892e-06, law 4.0891e-06
relative shift, 0.05 dimers per atom: 0.00134
N/theta for capture ratio 0.5: 0.40662
N/theta for capture ratio 2.0: 0.32240
N/theta for capture ratio 3.0: 0.29381
hops per monomer in deposition: 6.93e-07
hops per monomer to 1% time: 449.1
dissociations per dimer to 1% time: 1.24e-05
hops per dimer to 1% time: 4.10e-03
T for 0.01 dissociations per dimer: 325 K
lattice, theta = 0.020:
  initial monomers per atom: 0.8881
  initial islands per atom: 0.0538
  mean-field N/theta from these: 0.3669
  walkers N/theta: 0.3543 +/- 0.0021
  walkers relative to 1/e: 0.9631
lattice, theta = 0.005:
  initial monomers per atom: 0.9631
  initial islands per atom: 0.0183
  mean-field N/theta from these: 0.3678
  walkers N/theta: 0.3572 +/- 0.0045
  walkers relative to 1/e: 0.9710
every check passed
```
